# The GLLB-SC Derivative Discontinuity and Its Vanishing with the Kohn-Sham Gap

## Definitions and conventions

Hartree atomic units are used in the derivations and electronvolts in the crystal example. The system is spin-unpolarized. The index $i$ runs over occupied spin orbitals $\psi_i$ with energies $\varepsilon_i$. Write

$$\rho_i=|\psi_i|^2,\qquad n=\sum_i\rho_i,\qquad \int\rho_i\,d^3r=1 .$$

In a crystal the sum includes wave vectors, and integrals extend over the normalization volume. The highest occupied level of the $N$-electron system is $\varepsilon_H$ and the lowest empty one is $\varepsilon_L$. The Kohn-Sham gap is $E_g=\varepsilon_L-\varepsilon_H>0$, and the depth of an occupied level is $x_i=\varepsilon_H-\varepsilon_i\ge0$.

The GLLB-SC exchange-correlation potential is

$$v_{xc}=2\epsilon_x^{\rm PBEsol}+v_c^{\rm PBEsol}+v_{\rm resp},\qquad v_{\rm resp}=K\sum_i\sqrt{\varepsilon_r-\varepsilon_i}\,\frac{\rho_i}{n},$$

where $\epsilon_x$ is the exchange energy per electron and the reference energy $\varepsilon_r$ is the highest level that holds any electrons.

**Assumptions.**

1. Depths are bounded, $n>0$ wherever $\psi_L\neq0$, and $\psi_L$ is normalizable.
2. The expectation value of the PBEsol terms in $\psi_L$ is continuous when a small density $\delta\rho_L$ is added.
3. Orbitals and their energies are frozen while the electron number passes through $N$.
4. Edge eigenvalues are read as removal and addition energies. This is an assumption because $v_{xc}$ is a model potential, not the derivative of a given energy functional.

## Theorem

Under these assumptions, the shift of the conduction edge when the electron number passes $N$ from below is

$$\Delta=\Big\langle\psi_L\Big|\,K\sum_i\big[\sqrt{\varepsilon_L-\varepsilon_i}-\sqrt{\varepsilon_H-\varepsilon_i}\,\big]\frac{\rho_i}{n}\Big|\psi_L\Big\rangle ,\qquad(1)$$

and the corrected gap is $E_g+\Delta$. Moreover

$$0<\Delta\le K\sqrt{E_g}.\qquad(2)$$

Hence $\Delta\to0$ as $E_g\to0^+$, however the orbitals change along the way.

## Lemma 1: the square root and its coefficient

Suppose that the response part of exchange has the form $\sum_i f(\varepsilon_r-\varepsilon_i)\rho_i/n$ with one universal function $f$. Then $f(x)=K\sqrt x$, with $K=8\sqrt2/(3\pi^2)$.

**Proof.** Compress all orbitals uniformly by a factor $\lambda$. Exchange potentials are Coulombic and scale as $\lambda$. Kohn-Sham energy differences scale as $\lambda^2$, like kinetic energies. The ratio $\rho_i/n$ keeps its value at corresponding points. Therefore $f(\lambda^2x)=\lambda f(x)$. Setting $x=1$ gives $f(\lambda^2)=\lambda f(1)$, which is a square root with $K=f(1)$.

The uniform electron gas fixes $K$. With $t=k_Fu$, its density matrix for one spin at separation $u$ is $(n/2)\,3j_1(t)/t$, where $j_l$ are spherical Bessel functions. The exchange energy per electron is therefore

$$\epsilon_x=-\frac{9n}{4}\int\frac{j_1^2(t)}{t^2}\frac{d^3u}{u}=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1^2}{t}\,dt .$$

From $j_0'=-j_1$ and $j_1'=j_0-2j_1/t$ follows $(j_0^2+j_1^2)'=-4j_1^2/t$. Since $j_0(0)=1$, $j_1(0)=0$ and both vanish at infinity, the integral is $1/4$. With $n=k_F^3/(3\pi^2)$,

$$\epsilon_x=-\frac{3k_F}{4\pi},\qquad v_x=\frac{d(n\epsilon_x)}{dn}=\frac43\epsilon_x=-\frac{k_F}{\pi},$$

because $n\epsilon_x\propto n^{4/3}$. The response part must supply

$$v_x-2\epsilon_x=-\frac{k_F}{\pi}+\frac{3k_F}{2\pi}=\frac{k_F}{2\pi}.$$

In the gas every $\rho_i/n$ equals $1/N$, so $v_{\rm resp}$ is $K$ times a Fermi-sphere average. With $k=k_F\sin\theta$,

$$\Big\langle\sqrt{\tfrac12(k_F^2-k^2)}\Big\rangle=\frac{3k_F}{\sqrt2}\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{3k_F}{\sqrt2}\,\frac{\pi}{16}.$$

Division gives $K=\frac{1}{2\pi}\cdot\frac{16\sqrt2}{3\pi}=\frac{8\sqrt2}{3\pi^2}$. ∎

Numerically $K=0.3821\ \text{hartree}^{1/2}=1.993\ \text{eV}^{1/2}$.

## Lemma 2: the jump of the potential

**Statement.** When an infinitesimal charge enters $\psi_L$, the potential rises by

$$\Delta(\mathbf r)=K\sum_i\big[\sqrt{x_i+E_g}-\sqrt{x_i}\,\big]\frac{\rho_i}{n}.\qquad(3)$$

**Proof.** At $N$ electrons, and also slightly below, the highest occupied level is $\varepsilon_H$. Now put $\delta>0$ electrons into $\psi_L$. The reference becomes $\varepsilon_L$ for any $\delta$, however small, and

$$v_{\rm resp}^{(\delta)}=K\,\frac{\sum_i\sqrt{\varepsilon_L-\varepsilon_i}\,\rho_i+\delta\sqrt{\varepsilon_L-\varepsilon_L}\,\rho_L}{n+\delta\rho_L}.$$

The new orbital has zero coefficient, so its own term drops out. As $\delta\to0^+$ the denominator returns to $n$, but the square roots keep the new reference. Subtracting the potential at $N$ and using $\varepsilon_L-\varepsilon_i=x_i+E_g$ gives (3).

The limit may be taken inside the expectation value. If $D$ is the largest depth, the response integrand never exceeds $K\sqrt{D+E_g}\,\rho_L$, which is integrable. The PBEsol terms do not jump, by assumption 2. ∎

## Proof of the theorem

First-order perturbation theory gives the eigenvalue shift caused by $\Delta(\mathbf r)$ as $\langle\psi_L|\Delta(\mathbf r)|\psi_L\rangle$, which is (1). The addition level is thus $\varepsilon_L+\Delta$, while the removal level is $\varepsilon_H$, evaluated before the jump. Their difference is $E_g+\Delta$.

For the bounds, define the weights

$$w_i=\int\rho_L\frac{\rho_i}{n}\,d^3r\ge0,\qquad \sum_iw_i=\int\rho_L\frac{\sum_i\rho_i}{n}\,d^3r=1 .$$

Multiplying and dividing each square-root difference by the corresponding sum gives

$$\Delta=K\sum_iw_i\,\frac{E_g}{\sqrt{x_i+E_g}+\sqrt{x_i}}.\qquad(4)$$

Every fraction is positive. Its denominator is at least $\sqrt{E_g}$, so the fraction is at most $\sqrt{E_g}$. Since the weights sum to one, (2) follows. The bound contains no orbital, so it holds along any path on which the gap closes. ∎

A lower bound follows from convexity. The function $g(x)=\sqrt{x+E_g}-\sqrt x$ has

$$g''(x)=\tfrac14\big[x^{-3/2}-(x+E_g)^{-3/2}\big]>0 .$$

The weighted mean of $g$ is therefore at least $g$ at the mean depth $\bar x=\sum_iw_ix_i$:

$$\Delta\ge K\big[\sqrt{\bar x+E_g}-\sqrt{\bar x}\,\big].\qquad(5)$$

**Remark on the closed gap.** Once the bands overlap, adding $\delta$ electrons moves the Fermi level by an amount that vanishes with $\delta$. The reference energy then has no jump and $\Delta=0$, which joins the limit from the insulating side. The continuity is in $E_g$. If the gap itself jumps to zero at a discontinuous transition, $\Delta$ jumps with it.

**Remark on first order.** The discontinuity of the exact Kohn-Sham potential is a constant in space, and its expectation value is that constant in any normalized state. Here $\Delta(\mathbf r)$ varies, so the choice of state matters. In a self-consistent calculation the occupied density would also respond to the nonuniform part of $\Delta(\mathbf r)$. The resulting change of the Hartree and exchange-correlation potentials can shift $\varepsilon_L$ in the same order. Assumption 3 excludes this contribution. Its source vanishes with the gap, since (3) gives $\Delta(\mathbf r)\le K\sqrt{E_g}$ at every point, so the contribution itself also vanishes if the response stays finite. A response that diverges as the gap closes needs a separate check.

## Proposition: how fast the discontinuity vanishes

**Discrete levels.** Let $w_H$ be the total weight of the orbitals at $\varepsilon_H$, and $x_1$ the smallest nonzero depth. Separating the terms with $x_i=0$ in (4) gives

$$\Delta=Kw_H\sqrt{E_g}+R,\qquad 0\le R\le\frac{K(1-w_H)E_g}{2\sqrt{x_1}} .$$

If $x_1$ stays away from zero and $w_H$ tends to a nonzero value, then $\Delta\simeq Kw_H\sqrt{E_g}$. The slope against the gap diverges, yet $\Delta$ is continuous.

**A three-dimensional crystal.** The edge state alone now has vanishing weight. Let $p(x)\,dx$ be the weight at depths between $x$ and $x+dx$. Then

$$\frac{\Delta}{E_g}=K\int\frac{p(x)\,dx}{\sqrt{x+E_g}+\sqrt x}\;\longrightarrow\;\frac K2\int\frac{p(x)}{\sqrt x}\,dx .\qquad(6)$$

At a parabolic edge $p(x)$ is at most of order $\sqrt x$, so the last integral converges and the law is linear. If the weights change with the gap, the limit holds provided that $p$ converges and $p(x)/\sqrt x$ stays below one common integrable function. A closing in which the valence mass also vanishes needs a separate check of this condition, while (2) needs none.

**Dimension.** Take a filled parabolic band of width $W$ in $d$ dimensions, with equal weight for every state in a sphere of wave vectors. With $t$ the wave vector divided by the sphere radius, the depth is $Wt^2$ and

$$\Delta_d=K\int_0^1 d\,t^{d-1}\big[\sqrt{Wt^2+E_g}-\sqrt W\,t\,\big]dt .$$

For $d\ge2$ the bracket may be replaced to leading order by $E_g/(2\sqrt W\,t)$, which gives

$$\Delta_d\simeq\frac{KE_g}{2\sqrt W}\,\frac{d}{d-1},\qquad \Delta_3\simeq\frac{3KE_g}{4\sqrt W},\qquad \Delta_2\simeq\frac{KE_g}{\sqrt W}.$$

For $d=1$ this replacement diverges at small $t$, so the integral is done in full:

$$\Delta_1=K\Big[\frac{\sqrt{W+E_g}-\sqrt W}{2}+\frac{E_g}{2\sqrt W}\,\text{arsinh}\sqrt{\frac{W}{E_g}}\Big].$$

The first term tends to $E_g/(4\sqrt W)$, and the inverse hyperbolic sine tends to $\frac12\ln(4W/E_g)$. Therefore

$$\Delta_1\simeq\frac{KE_g}{4\sqrt W}\Big[1+\ln\frac{4W}{E_g}\Big].$$

For $W=10$ eV and $E_g=0.1$ meV, quadrature gives 0.2190, 0.0629 and 0.0473 meV in one, two and three dimensions. The limiting laws give 0.2190, 0.0630 and 0.0473 meV.

## A finite case: the rectangular dot

Consider a hard-wall rectangle with sides $L_y<L_x<\sqrt{8/3}\,L_y$, so that the orbital $(1,2)$ lies below $(3,1)$. The orbitals $(1,1)$ and $(2,1)$ are doubly occupied and $(1,2)$ is empty. The gap is

$$E_g=\frac{\pi^2}{2}\Big[\frac1{L_x^2}+\frac4{L_y^2}-\frac4{L_x^2}-\frac1{L_y^2}\Big]=\frac{3\pi^2}{2}\Big(\frac1{L_y^2}-\frac1{L_x^2}\Big),$$

which closes as the rectangle becomes a square. With $\theta=\pi x/L_x$, the factor depending on $y$ cancels in the share of the highest occupied orbital:

$$\frac{\sin^22\theta}{\sin^2\theta+\sin^22\theta}=\frac{4\cos^2\theta}{1+4\cos^2\theta}=1-\frac1{1+4\cos^2\theta}.$$

The empty orbital has the $x$ distribution $2\sin^2\theta$, whose average over $0<\theta<\pi$ is one. Hence

$$w_H=1-2\Big\langle\frac{\sin^2\theta}{1+4\cos^2\theta}\Big\rangle .$$

Put $s=\tan\theta$. Then

$$\Big\langle\frac1{1+4\cos^2\theta}\Big\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{ds}{s^2+5}=\frac1{\sqrt5}.$$

Since $4\sin^2\theta=5-(1+4\cos^2\theta)$, the required average is $(\sqrt5-1)/4$, and

$$w_H=\frac{3-\sqrt5}{2}\approx0.382 .$$

A direct real-space evaluation of (1) with $L_x=20$ bohr gives a closing exponent of 0.5004 between gaps of $10^{-7}$ and $10^{-8}$ hartree. At the smaller gap, $\Delta/(K\sqrt{E_g})=0.3821$.

## A silicon-like crystal

The crystal has the diamond structure with lattice constant $a=0.543$ nm. A local pseudopotential with rough customary silicon form factors, $-0.21$, $0.04$ and $0.08$ Ry for shells 3, 8 and 11, stands in for the Kohn-Sham potential. All form factors are multiplied by one scale, 0.971, chosen to make $E_g=0.600$ eV. The gap is an input here, and the potential is not a self-consistent GLLB-SC potential. The conduction edge lies at 0.857 of $2\pi/a$ along a cubic axis.

Equation (1) gives $\Delta=0.293$ eV, so the corrected gap is

$$0.600+0.293=0.893\ \text{eV}.$$

The upper bound (2) is $1.993\sqrt{0.600}=1.544$ eV. It is far above $\Delta$ because most of the weight lies deep in the valence band. The mean depth is 5.386 eV, and (5) gives

$$1.993\,(\sqrt{5.986}-\sqrt{5.386})=0.251\ \text{eV}.$$

On the real-space grid used, the potential jump ranges from 0.221 to 0.313 eV within the cell, so it is visibly not a constant. A higher cutoff with a finer grid raises the maximum by about 0.003 eV at fixed potential, mostly because the gap itself grows, and the extremes move by less than 0.001 eV between the 8 and 16 meshes.

Two further evaluations, made with the same orbitals, check separate steps behind (1): the limit of small added charge and the first-order shift. Response potentials built from their definition, with $10^{-4}$ extra electrons per cell, differ by 0.2929 eV in the conduction state. Adding $\pm0.01\,\Delta(\mathbf r)$ to the Hamiltonian and diagonalizing gives an eigenvalue derivative of 0.2930 eV. By contrast, $10^{-3}$ extra electrons per cell change the expectation value of the PBEsol terms by only $-0.63$ meV.

Refining the wave-vector mesh from 8 to 12 to 16 divisions changes $\Delta$ by less than 0.01 meV. These meshes are shifted so that they omit the valence edge. Meshes that contain it converge to the same value more slowly, and lie higher by about 1 meV at 8 divisions and 0.1 meV at 16. Raising the plane-wave cutoff from 132.7 to 173.5 eV, together with a finer real-space grid, changes it by 2.7 meV at fixed potential on the 8 mesh. The gap itself then moves by 5.3 meV. If the scale is refitted to $E_g=0.600$ eV at a cutoff of about 255 eV, it becomes 0.970 and $\Delta$ stays at 0.293 eV. The last digit of the mean depth is uncertain by a few meV.

### Closing the gap

Reducing the common scale of the form factors closes the indirect gap. The orbitals are recomputed at each point, at fixed lattice constant and on the 12 mesh.

| $E_g$ (eV) | Scale | $\Delta$ (eV) | $\Delta/E_g$ |
|---|---|---|---|
| 0.300 | 0.930 | 0.1484 | 0.495 |
| 0.100 | 0.903 | 0.0500 | 0.500 |
| 0.030 | 0.894 | 0.0151 | 0.502 |
| 0.010 | 0.891 | 0.0050 | 0.503 |

The ratio approaches the value 0.504 given by (6) with the weights of the last row, a value that changes by less than 0.001 between the 12 and 32 meshes. The pairing of scale and gap depends on the cutoff: at about 204 eV the scale 0.891 gives a gap of 0.014 eV instead of 0.010 eV, while the ratio stays at 0.503. The table alone does not establish the linear law. This mesh omits the valence edge, and any finite mesh that does so gives a nearly linear law once the gap is much smaller than its smallest depth. The additional evidence is that the sum in (6) converges: at $E_g=0.600$ eV its values on the 12 and 16 meshes agree within 5 percent. A mesh that contains the edge point behaves instead like a system with discrete levels, and adds a $\sqrt{E_g}$ term whose weight shrinks as the mesh is refined.

### Comparison with real silicon

The measured gap of silicon is roughly 1.1 eV at room temperature. The value 0.89 eV does not test GLLB-SC against it, because the starting gap was chosen. The table shows how strongly that choice matters: changing the Kohn-Sham gap by 0.1 eV changes $\Delta$ by about 0.05 eV.

Several omitted effects can be sized for the same crystal, with the weights held fixed where the gap or the reference energy is changed:

- A thermal narrowing of roughly 0.05 eV, plus one third of a spin-orbit splitting of roughly 0.04 eV, lowers $\Delta$ by 30 meV.
- The model has no core electrons. Discarding the contribution within 0.05 nm of the nuclei, where core density would dominate $n$, lowers $\Delta$ by 5 meV. This is a rough size, not a bound.
- Letting the conduction state relax in the full $\Delta(\mathbf r)$ at fixed wave vector changes its shift by $-0.003$ meV. This does not include the response of the occupied density, which remains unsized.

Heavily doped contacts break the assumption of an infinitesimal added charge. At $10^{20}\ \text{cm}^{-3}$, six valleys with a rough isotropic mass of $0.3\,m_e$ fill to roughly 80 meV above the conduction edge at zero temperature. The reference energy rises by the same amount. This rise alone increases the expectation value of the potential step by roughly 40 meV, to about 0.33 eV. The dilution of the ratios $\rho_i/n$ by the added density of 0.004 electrons per cell, which lowers the step by about 5 meV, is left out of this estimate. A calculation on such a doped cell already contains the step in its potential, so $\Delta$ must not be added to its conduction levels a second time. The step raises the valence levels too, at the valence edge by nearly the same amount, so the difference between the conduction and valence levels of the doped cell is not the corrected gap. The numerical output below lists the values used here.

## Calculated quantities

```
K = 0.382106 sqrt(hartree)
K = 1.9932 sqrt(eV)
K from libxc electron gas = 0.382106 sqrt(hartree)
lattice constant (rough) = 0.543 nm
form factor, shell 3 (rough) = -0.21 Ry
form factor, shell 8 (rough) = 0.04 Ry
form factor, shell 11 (rough) = 0.08 Ry
potential scale factor = 0.97101
conduction edge position = 0.857 (2 pi/a)
Kohn-Sham gap = 0.6000 eV
Delta, 16 mesh = 0.2930 eV
corrected gap = 0.8930 eV
Delta(r) minimum = 0.2205 eV
Delta(r) maximum = 0.3134 eV
weighted mean depth = 5.386 eV
lower bound = 0.2508 eV
upper bound = 1.5440 eV
Delta shift, mesh 8 to 12 = -0.006 meV
Delta shift, mesh 12 to 16 = -0.000 meV
plane-wave cutoff = 132.7 eV
higher test cutoff = 173.5 eV
Delta shift, cutoff and grid = 2.699 meV
gap shift, cutoff = 5.274 meV
jump at 0.0001 electron/cell = 0.29285 eV
PBEsol shift at 0.001 electron/cell = -0.6345 meV
eigenvalue derivative = 0.29299 eV
conduction-state relaxation = -0.003 meV
core radius (rough) = 0.05 nm
missing-core change (rough) = -5.21 meV
thermal narrowing (rough) = 0.05 eV
spin-orbit splitting (rough) = 0.04 eV
Delta change from both = -29.55 meV
n-type doping = 1.0e+20 cm^-3
valleys = 6, mass (rough) = 0.3 m_e
band filling = 79.3 meV
Delta change from filling = 36.62 meV
closing crystal: gap eV, scale, Delta eV, Delta/gap
  0.300  0.93047  0.14843  0.4948
  0.100  0.90347  0.05001  0.5001
  0.030  0.89402  0.01507  0.5023
  0.010  0.89132  0.00503  0.5030
linear-law slope at last gap = 0.5036
dot closing exponent = 0.5004
dot HOMO weight = 0.3821
parabolic test: width 10.0 eV, gap 0.1 meV
  1D: integral 0.21902, law 0.21902 meV
  2D: integral 0.06290, law 0.06303 meV
  3D: integral 0.04727, law 0.04727 meV
```
